# Profile-likelihood Weibull fits for right-censored contact lifetimes

Suppose a lifetime test on contacts is stopped when about half have failed, and a Weibull law is fitted to the failures alone. In the example below, whose true shape is 2 and true scale 1200 h, this fit tends to a shape of 2.85 and a scale of 695 h in a large batch. The time by which 0.1% of the contacts fail then appears to be 61 h instead of 38 h. More contacts do not cure the error: the fit treats the failures as a complete sample, although the test stopped before the longer lives could appear. Including the unfailed contacts removes the error in a large batch and costs one extra term in a one-dimensional root search.

## Model and likelihood

Let the lifetimes $T$ be independent, with survival probability

$$S(t)=\exp[-(t/\eta)^\beta],$$

where $\beta>0$ is the shape and $\eta>0$ the scale, the time by which a fraction $1-e^{-1}$ has failed. The density is $-S'(t)=(\beta/\eta)(t/\eta)^{\beta-1}S(t)$.

Contact $i$ of $n$ supplies a time $t_i>0$ and a flag: $\delta_i=1$ if it failed at $t_i$, $\delta_i=0$ if it was still working when observation ended (right censoring). Censoring must be uninformative: given survival to $t_i$, the end of observation says nothing more about the remaining life. A fixed stop time satisfies this. Removing contacts because their resistance has begun to drift does not.

A failure contributes its density to the likelihood and a survivor contributes $S(t_i)$. Both contain $-(t_i/\eta)^\beta$ in the logarithm; only failures add the other terms. With $r=\sum_i\delta_i$,

$$\ell=r\ln\beta-r\beta\ln\eta+(\beta-1)\sum_i\delta_i\ln t_i-\sum_i(t_i/\eta)^\beta .$$

## Reduction to one equation

Fix $\beta$ and write $\mu=\ln\eta$. Then

$$\frac{\partial\ell}{\partial\mu}=-r\beta+\beta\sum_i(t_i/\eta)^\beta,\qquad
\frac{\partial^2\ell}{\partial\mu^2}=-\beta^2\sum_i(t_i/\eta)^\beta<0 .$$

For $r\ge1$ the single maximum over $\eta$ is therefore at

$$\eta^\beta=\frac1r\sum_i t_i^\beta .$$

The sum runs over all contacts, but the divisor is the number of failures. Substitution makes the last term of $\ell$ equal to $-r$ and gives the profile log-likelihood

$$\ell_p(\beta)=r\ln\beta-r\ln\Big(\frac1r\sum_i t_i^\beta\Big)+(\beta-1)\sum_i\delta_i\ln t_i-r .$$

Its derivative divided by $r$ is

$$g(\beta)=\frac1\beta+\langle\ln t\rangle_F-L(\beta),\qquad
L(\beta)=\frac{\sum_i t_i^\beta\ln t_i}{\sum_i t_i^\beta},$$

where $\langle\cdot\rangle_F$ is the plain mean over failures. A change of time unit adds the same constant to both logarithmic terms, so $g$ is unaffected.

Differentiating the quotient gives

$$L'(\beta)=\frac{\sum_i t_i^\beta(\ln t_i)^2}{\sum_i t_i^\beta}-L^2=V\ge0,$$

the variance of $\ln t$ with weights proportional to $t_i^\beta$. Hence $g'=-1/\beta^2-V<0$, and there is at most one root.

As $\beta\to0$, $L$ stays finite and $g\to+\infty$. As $\beta\to\infty$, the largest time takes all the weight, so $g\to-D$ with

$$D=\ln t_{\max}-\langle\ln t\rangle_F .$$

If $D>0$, a root exists and is the maximum. If $D=0$, all failures lie at the largest recorded time; since $L\le\ln t_{\max}$, $g\ge1/\beta>0$ and the likelihood keeps rising with $\beta$. If $r=0$, it keeps rising with $\eta$. A finite maximum thus exists if and only if $r\ge1$ and $D>0$. One failure suffices formally if another contact has a longer recorded time, though the estimate is then very uncertain.

The inequality $L\le\ln t_{\max}$ also gives $g(\beta)\ge1/\beta-D$. The root is therefore at least $1/D$, which serves as both lower bracket and starting value.

## Pseudocode

```
input: times t[i] > 0, flags failed[i]
r = number of failures; if r = 0: report no finite maximum
tmax = max(t);  x[i] = ln(t[i]/tmax)
a = mean of x over failures            # a = -D
if a > -1e-12: report no finite maximum

terms(b):
    w[i] = exp(b*x[i]);  A = sum(w)
    M = sum(w*x)/A;      V = sum(w*(x-M)^2)/A
    return g = 1/b + a - M,  dg = -1/b^2 - V,  A, M

low = -1/a;  high = 2*low
while g(high) > 0:  low = high; high = 2*high
b = low
repeat at most 100 times:
    step = -g(b)/dg(b)
    if |step| < 1e-10*b:  b = b + step; finish
    if g(b) > 0: low = b  else: high = b
    b = b + step if this lies in [low, high], else (low+high)/2
if not finished: bisect [low, high]

q = ln(A/r)/b;  scale = tmax*exp(q);  m = M - q
var_b  = 1/(r*(1/b^2 + V))
var_mu = 1/(r*b^2) + (m/b)^2*var_b
```

Quantities after the loop are evaluated at the final `b`.

**Cost.** Each pass needs one exponential per contact and a few sums, so time and memory are $O(n)$. Survivors sharing a stop time can be merged into one term weighted by their number, which leaves $r+1$ terms.

**Stability.** Since $x_i\le0$, no exponential overflows. The largest time contributes 1 to $A$, so the denominator cannot vanish; underflow removes only negligible terms. The convergence test precedes the bracket test, because near the root rounding can push a good Newton step just outside the bracket. Bracketing alone does not prove that the Newton sequence converges, hence the cap and the final bisection, which must succeed because $g$ has one sign change.

## Standard errors

Put $y_i=\ln t_i-\mu$ and $z_i=(t_i/\eta)^\beta=e^{\beta y_i}$. At the maximum $\sum z_i=r$. The weights $z_i/r$ equal those in $L$, so

$$\sum_i z_iy_i=rm,\qquad \sum_i z_iy_i^2=r(V+m^2),\qquad m=L-\mu .$$

The second derivatives of $\ell$ are

$$\ell_{\mu\mu}=-r\beta^2,\qquad
\ell_{\beta\mu}=-r+\sum_i z_i+\beta\sum_i z_iy_i=r\beta m,$$

$$\ell_{\beta\beta}=-\frac r{\beta^2}-\sum_i z_iy_i^2=-r\Big(\frac1{\beta^2}+V+m^2\Big).$$

The negative of this matrix has determinant $r^2\beta^2(1/\beta^2+V)$, since the $m^2$ terms cancel. Its inverse is the usual large-sample covariance estimate:

$$\operatorname{var}\beta=\frac1{r(1/\beta^2+V)},\qquad
\operatorname{var}\mu=\frac1{r\beta^2}+\frac{m^2}{\beta^2}\operatorname{var}\beta,$$

with covariance $(m/\beta)\operatorname{var}\beta$. The number of failures, not the number of contacts, sets the factor $1/r$. For the scale, the $m^2$ term grows when few contacts have failed, because $\eta$ then lies far beyond the recorded times: in a large batch stopped at a fixed time, $\operatorname{var}\mu$ is about $1.3/(r\beta^2)$ at half failed and $6/(r\beta^2)$ at 10% failed. Intervals built on $\ln\beta$ and $\ln\eta$ keep both parameters positive; the standard error of $\ln\beta$ is that of $\beta$ divided by $\beta$.

## A record worked through

Take failures at 310, 450, 560, 690, 780 and 900 h, and six survivors at 1000 h. The six values of $\ln(1000\ \mathrm h/t_i)$ are 1.171, 0.799, 0.580, 0.371, 0.248 and 0.105. Their mean is $D=0.5457$, so the search starts at $1/D=1.832$. Successive shapes are 1.8324, 2.1489, 2.2079, 2.2095 and 2.2095, while $g$ falls from $0.11$ to about $10^{-13}$.

At the root, the failures contribute 2.335 to $\sum(t_i/1000\ \mathrm h)^\beta$ and the survivors 6. Thus

$$\eta=1000\ \mathrm h\times(8.335/6)^{1/2.2095}\simeq1160\ \mathrm h .$$

Direct maximization over both parameters gives the same shape, 2.2095, and scale, 1160.4 h.

The standard error of the shape is 0.82. The approximate 95% interval is $2.21\exp(\pm1.96\times0.824/2.2095)$, or 1.1 to 4.6. Discarding the survivors gives shape 3.54 and scale 686 h. That shape lies inside the wide interval, so this small record does not exclude it as the true shape.

## Why discarding raises the shape

Let all survivors share a stop time $C$ no earlier than any failure, and let $L_F$ be $L$ computed from failures alone. With $A_F=\sum_i\delta_i t_i^\beta$,

$$L=\frac{A_FL_F+(n-r)C^\beta\ln C}{A_F+(n-r)C^\beta}.$$

This is a weighted mean of $L_F$ and $\ln C$. If the failures are not all equal, as the discarded-data fit requires, then $L_F<\ln C$. With at least one survivor, $L>L_F$, and discarding changes $g$ by $L-L_F>0$ at every $\beta$. At the root of the censored equation the new function is still positive, so its root lies higher. This holds in every such sample, not just on average: without its survivors, the record looks like a narrow distribution ending near $C$.

The common stop time matters. Keep the same six failures, but let the other six contacts be withdrawn at 200 h. Now $\ln200$ lies below $L_F$, and including the withdrawn contacts lowers $L$. The censored fit has shape 3.67, above the 3.54 obtained by discarding them.

## Size of the bias in a large batch

Let $u=(T/\eta)^\beta$ with the true parameters. Then $u$ is exponential with unit mean, and the stop time becomes $c=(C/\eta)^\beta=-\ln(1-p)$, where $p$ is the expected failed fraction. Let the trial shape be $k\beta$. Since $\ln T=\ln\eta+(\ln u)/\beta$, the constants cancel and the censored equation, multiplied by $\beta$, is

$$\frac1k+E(\ln u\mid u<c)-\frac{E(w^k\ln w)}{E(w^k)}=0,\qquad w=\min(u,c).$$

For a function $h$ with $h(0)=0$, integration by parts gives $E[h(w)]=\int_0^c h'(u)e^{-u}du$. Hence $E(w)=p$ and

$$E(w\ln w)=\int_0^c(\ln u+1)e^{-u}du=p\,[E(\ln u\mid u<c)+1].$$

At $k=1$ the equation becomes $1+E(\ln u\mid u<c)-[E(\ln u\mid u<c)+1]=0$. The true shape solves it, uniquely because the function decreases. The scale is also recovered: the limiting value of $\eta^\beta$ is the true one times $E(w)/p=1$.

After discarding, every average is restricted to $u<c$. The shape becomes $\beta^*=\kappa\beta$, where

$$\frac1\kappa+E(\ln u\mid u<c)=\frac{E(u^\kappa\ln u\mid u<c)}{E(u^\kappa\mid u<c)},$$

$$\eta^*=\eta\,[E(u^\kappa\mid u<c)]^{1/(\kappa\beta)} .$$

The factor $\kappa$ depends on $p$ alone. It is 1.584, 1.424, 1.165 and 1.036 for failed fractions of 10, 50, 90 and 99%. As $c\to\infty$ no contacts are discarded and $\kappa\to1$.

In the opposite limit, $c\to0$, the exponential density is flat across the window, so $v=u/c$ is uniform on $(0,1)$. Then $E(\ln v)=-1$, $E(v^\kappa)=1/(\kappa+1)$ and $E(v^\kappa\ln v)=-1/(\kappa+1)^2$. The terms in $\ln c$ cancel, leaving

$$\frac1\kappa-1+\frac1{\kappa+1}=0 .$$

Multiplication by $\kappa(\kappa+1)$ gives $\kappa^2=\kappa+1$, whose positive root is the golden ratio, 1.618. Also $E(u^\kappa\mid u<c)\to c^\kappa/(\kappa+1)=c^\kappa/\kappa^2$, so

$$\eta^*\to C\,\kappa^{-2/(\kappa\beta)} .$$

For $\beta=2$ this is $0.74\,C$, whatever the true scale: the fit reports the length of the test.

At any $p$, $\eta^*$ is a power mean of times below $C$ and so lies below $C$. For $C\le\eta$, the scale is therefore certainly too short.

## Synthetic batches and early failures

Take $\beta=2$, $\eta=1200$ h and $C=1000$ h. Then $c=(1000/1200)^2=0.694$ and $p=50.1\%$. The large-batch equations give $\beta^*=2.85$ and $\eta^*=695$ h. With all parameters except batch size held fixed, 1500 random batches of each size gave these mean shapes:

- $n=60$: 2.06 censored, 2.98 discarded;
- $n=240$: 2.01 censored, 2.88 discarded;
- $n=960$: 2.01 censored, 2.86 discarded.

Relative to the true shape, the censored bias falls from 3.2% at $n=60$ to 0.3% at $n=960$. The discarded bias falls only from 49% to 43%, close to its limit of 42%. For $n=60$, nominal 95% intervals from the censored fit covered the true shape in 94.7% of batches and the true scale in 94.1%.

The fitted scale is too short, yet early lifetimes are too long. To see where the error changes sign, set $h=-\ln(1-q)$ for failed fraction $q$. The two laws give $\ln t=\ln\eta+(\ln h)/\beta$ and $\ln t=\ln\eta^*+(\ln h)/\beta^*$. They cross where

$$\ln h=\frac{\ln(\eta/\eta^*)}{1/\beta^*-1/\beta}
=\frac{0.547}{0.351-0.500}\simeq-3.68,$$

that is, at $q=2.5\%$ and 191 h. Below this fraction discarding is optimistic. At 0.1% the true life is $1200\sqrt{0.0010005}=38.0$ h, against 61.3 h after discarding, a ratio of 1.62. Each further factor of ten down in $h$ multiplies the ratio by $10^{0.149}\simeq1.4$.

## Real contacts and remaining failure modes

The example represents nickel silicide contacts to silicon stressed by current at 523 K. Its shape, scale and activation energy of 0.9 eV are rough round values, not measurements. With Arrhenius acceleration, unchanged shape and the same current, going to 378 K lengthens life by a factor of about 2100. Both temperatures must be those of the contact itself: if self-heating adds 10 K to each, the factor falls to about 1500. Without that addition, the lives are as follows. The 0.1% life becomes 9 years, or 15 years after discarding. An error of 0.1 eV in the activation energy changes the acceleration by a factor of 2.3, more than the discarding error. A circuit with very many contacts needs failed fractions far below 0.1%, where the extrapolation is longer still. Real contacts can also break the assumption of one population: if 1% had a scale of only 120 h, the fraction failed at 38 h would be 0.19% instead of 0.1%.

Three other departures were sized for the same stress test, each alone:

- A Gaussian temperature spread of 2 K standard deviation between contacts lowers the fitted 0.1% life by about 1.4%, while the true 0.1% life of the mixed population falls by about 0.6%.
- Reading out every 50 h, and recording each failure at the end of its interval, raises that life by 31% and the shape to 2.18. The delays move failures toward the unchanged stop time, and a given delay changes $\ln t$ most for early failures. Both effects shrink the logarithmic spread. The remedy is to give a failure between readouts $a$ and $b$ the likelihood $S(a)-S(b)$; the closed formula for $\eta$ is then lost.
- A lognormal law with the same 10% and 50% lives has a 0.1% life of 103 h, 2.7 times the Weibull value.

The last figure shows how strongly the early life depends on the assumed law. A batch of several hundred contacts would usually tell these two laws apart, but a departure confined to failed fractions too small for the batch to sample would remain unseen. Correct treatment of survivors removes the discarding bias within the Weibull model, but it cannot establish that the Weibull law holds in the unobserved early tail. The numerical output gives the remaining values.

## Calculated quantities

```
model: shape 2.0, scale 1200 h, stop 1000 h
stress 523 K, use 378 K, activation 0.9 eV
record failures (h): 310 450 560 690 780 900 ; unfailed at stop: 6
  pass 0: shape 1.832400, profile slope 1.10e-01
  pass 1: shape 2.148930, profile slope 1.53e-02
  pass 2: shape 2.207948, profile slope 3.83e-04
  pass 3: shape 2.209507, profile slope 2.54e-07
  pass 4: shape 2.209508, profile slope 1.11e-13
record, censored fit: shape 2.2095, scale 1160.4 h
  standard errors: shape 0.824, ln(scale) 0.206
  direct maximization: shape 2.2095, scale 1160.4 h
record, survivors discarded: shape 3.5444, scale 685.6 h
six withdrawn at 200 h, censored fit: shape 3.6681
few failures: shape factor 1.6177, golden ratio 1.6180
  failed 1%: shape factor 1.615, scale factor 0.074 (true shape 2)
  failed 10%: shape factor 1.584, scale factor 0.239 (true shape 2)
  failed 25%: shape factor 1.529, scale factor 0.388 (true shape 2)
  failed 50%: shape factor 1.424, scale factor 0.578 (true shape 2)
  failed 75%: shape factor 1.285, scale factor 0.760 (true shape 2)
  failed 90%: shape factor 1.165, scale factor 0.884 (true shape 2)
  failed 99%: shape factor 1.036, scale factor 0.983 (true shape 2)
example: expected failed fraction 50.06%
discarding, large sample: shape 2.8465, scale 694.5 h
synthetic batches per size: 1500; mean fitted values:
  n=60: censored shape 2.064, scale 1213 h; discarded shape 2.985, scale 692 h
  n=240: censored shape 2.014, scale 1205 h; discarded shape 2.877, scale 694 h
  n=960: censored shape 2.006, scale 1201 h; discarded shape 2.857, scale 695 h
shape bias at n=60: censored 3.2%, discarded 49.2%
shape bias at n=960: censored 0.3%, discarded 42.9%
n=60 batches with scale lowered by discarding: 100.0%
coverage of nominal 95% intervals, n=60: shape 94.7%, scale 94.1%
0.1% life: true 38.0 h, discarding 61.3 h, ratio 1.62
0.1% life, n=60 medians: censored 39.0 h, discarded 64.0 h
laws cross at failed fraction 2.49%, time 191 h
temperature spread 2 K: shape 1.993, scale 1199 h, 0.1% life x0.987
readout every 50 h: shape 2.178, scale 1186 h, 0.1% life x1.310
lognormal with same 10% and 50% lives: 0.1% life 103.1 h, x2.72
1% weak contacts, scale 120 h: failed at 38.0 h 0.194%
acceleration factor 2122; 0.1 eV error changes it x2.34
0.1% life at use: true 9.2 years, discarding 14.9 years
```
